**Polarization of a cycloidal magnet: energy minimization against the cross-product law**

The program tests P̄ = χγm1m2(e3 × Q), where P̄ is the mean polarization, χ the dielectric susceptibility, γ the magnetoelectric coupling, m1 and m2 the rotating spin amplitudes, e3 the spin-rotation axis and Q the propagation vector. It differentiates the magnetic order numerically and minimizes a discretized energy over a spatially varying polarization. Assertions cover an oblique cone, its reversed rotation, a screw and a linearly polarized wave (both with a uniform m3 added), with gradient stiffness, depolarizing energy and total-derivative couplings included. Group averages of an arbitrary tensor confirm one coupling constant for the cubic group, six for the orthorhombic group, and an allowed screw polarization in group −3. For the oblique cone, the minimized mean and the formula agree to all six printed decimals, although the local polarization is modulated. The example, with rough parameters in the regime of TbMnO₃ and a coupling chosen to give the right rough size, yields 0.062 μC/cm² along c. The output also sizes the effects of lattice discreteness, a third harmonic, feedback on Q, dielectric saturation and open electrodes, and gives an upper bound for correlated spin fluctuations.

## Check in Python

```python
"""Mean polarization of a cycloidal magnet from a magnetoelectric Lifshitz term.

Energy density: P^2/(2 chi) + gamma P.[M div M - (M.grad)M]
Magnetic order: M = m1 e1 cos(Q.r) + m2 e2 sin(Q.r) + m3 e3
Result tested:  mean P = chi gamma m1 m2 (e3 x Q), at zero macroscopic field
P polarization, chi dielectric susceptibility (with epsilon_0), gamma coupling,
M dimensionless order, Q propagation vector, e3 spin-rotation axis.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def group_average(group, tensor):
    """Average c_ikl for polar P_i, polar gradient k and axial L_l."""
    total = np.zeros((3, 3, 3))
    for R in group:
        total += np.linalg.det(R) * np.einsum(
            'ai,bk,cl,ikl->abc', R, R, R, tensor)
    return total / len(group)


def relax_polarization(chi, gamma, amps, axes, Q, extra=0.0, N=16):
    """Minimize the discretized energy over a free P(r) along one period.

    extra switches on total-derivative couplings, gradient stiffness and
    the depolarizing energy of longitudinal modulations.
    """
    q = np.linalg.norm(Q)

    def order(r):
        phase = Q @ r
        return (amps[0] * np.cos(phase) * axes[0]
                + amps[1] * np.sin(phase) * axes[1] + amps[2] * axes[2])

    step = 1e-4 / q
    force = np.zeros((N, 3))
    for n in range(N):
        r = 2 * np.pi * n / N * Q / q**2
        m = order(r)
        J = np.array([(order(r + step * u) - order(r - step * u)) / (2 * step)
                      for u in np.eye(3)]).T      # J[i, k] = d_k M_i
        div_part, flow_part = m * np.trace(J), J @ m
        force[n] = gamma * (div_part - flow_part)
        force[n] += extra * (0.5 * (div_part + flow_part)
                             - 0.6 * J.T @ m + 0.8 * m * np.diag(J))

    def energy(flat):
        P = flat.reshape(N, 3)
        value = np.sum(P * P) / (2 * chi) + np.sum(P * force)
        if extra:
            slope = (np.roll(P, -1, axis=0) - P) * N * q / (2 * np.pi)
            along = P @ Q / q
            value += extra * (0.2 * np.sum(slope**2)
                              + 0.5 * np.sum((along - along.mean())**2))
        return value / N

    unit = np.eye(3 * N)

    def gradient(x):   # central differences are exact for a quadratic
        return np.array([(energy(x + u) - energy(x - u)) / 2 for u in unit])

    g0 = gradient(np.zeros(3 * N))
    hessian = np.array([gradient(u) - g0 for u in unit]).T
    best = np.linalg.solve(hessian, -g0)
    return best.reshape(N, 3), energy(best)


def formula(chi, gamma, amps, axes, Q):
    return chi * gamma * amps[0] * amps[1] * np.cross(axes[2], Q)


# Symmetry: which couplings survive in each point group
rng = np.random.default_rng(4)
seed_tensor = rng.normal(size=(3, 3, 3))
signs = [np.diag(s) for s in itertools.product([1.0, -1.0], repeat=3)]
cubic = [S @ np.eye(3)[list(p)] for S in signs
         for p in itertools.permutations(range(3))]
levi = np.array([[np.cross(np.eye(3)[i], np.eye(3)[k]) for k in range(3)]
                 for i in range(3)])
c_cubic = group_average(cubic, seed_tensor)
assert abs(c_cubic[0, 1, 2]) > 1e-3
assert np.allclose(c_cubic, c_cubic[0, 1, 2] * levi, atol=1e-12)
c_ortho = group_average(signs, seed_tensor)
ortho_entries = np.argwhere(abs(c_ortho) > 1e-10)
assert len(ortho_entries) == 6
assert all(len(set(entry)) == 3 for entry in ortho_entries)
co, si = np.cos(2 * np.pi / 3), np.sin(2 * np.pi / 3)
C3 = np.array([[co, -si, 0], [si, co, 0], [0, 0, 1.0]])
trigonal = [s * np.linalg.matrix_power(C3, n) for s in (1, -1)
            for n in range(3)]
with_twofold = trigonal + [R @ np.diag([1.0, -1.0, -1.0]) for R in trigonal]
assert abs(group_average(trigonal, seed_tensor)[2, 2, 2]) > 1e-3
assert abs(group_average(with_twofold, seed_tensor)[2, 2, 2]) < 1e-12

# Free minimization against the cross-product formula, oblique geometry
frame = np.linalg.qr(rng.normal(size=(3, 3)))[0].T
axes = np.array([frame[0], frame[1], np.cross(frame[0], frame[1])])
Q_test = np.array([0.8, -0.5, 1.1])
chi_t, gamma_t = 0.7, 0.9
amps_t = np.array([1.1, 0.7, 0.4])
P_field, _ = relax_polarization(chi_t, gamma_t, amps_t, axes, Q_test, 1.0)
P_mean = P_field.mean(axis=0)
P_pred = formula(chi_t, gamma_t, amps_t, axes, Q_test)
assert np.linalg.norm(P_pred) > 0.1
assert np.allclose(P_mean, P_pred, atol=1e-6)
modulation = np.sqrt(np.mean(np.sum((P_field - P_mean)**2, axis=1)))
assert modulation > 1e-2
reverse = amps_t * np.array([1, -1, 1])
P_rev = relax_polarization(chi_t, gamma_t, reverse, axes, Q_test, 1.0)[0]
assert np.allclose(P_rev.mean(axis=0), -P_mean, atol=1e-6)
P_screw = relax_polarization(chi_t, gamma_t, amps_t, axes,
                             1.3 * axes[2], 1.0)[0]
assert np.linalg.norm(P_screw.mean(axis=0)) < 1e-6
collinear = amps_t * np.array([1, 0, 1])
P_coll = relax_polarization(chi_t, gamma_t, collinear, axes, Q_test, 1.0)[0]
assert np.linalg.norm(P_coll.mean(axis=0)) < 1e-6

# Example: rough values in the regime of the TbMnO3 cycloid; x,y,z = a,b,c
b_axis = 0.58e-9
q_fraction = 0.28
eps_r = 30.0
gamma = 1.0e-3
m1, m2 = 1.0, 0.8
volume_Mn = 0.057e-27
temperature = 15.0
poling_field = 1.0e6
Q_size = 2 * np.pi * q_fraction / b_axis
chi = const.epsilon_0 * (eps_r - 1)
crystal = np.array([[0, 1.0, 0], [0, 0, 1.0], [1.0, 0, 0]])
Q = np.array([0, Q_size, 0])
amps = np.array([m1, m2, 0.0])
P_relaxed, energy_min = relax_polarization(chi, gamma, amps, crystal, Q)
P_vec = P_relaxed.mean(axis=0)
P_formula = formula(chi, gamma, amps, crystal, Q)
P_size = np.linalg.norm(P_formula)
assert np.allclose(P_vec, P_formula, rtol=0, atol=1e-6 * P_size)
gain = 0.5 * chi * (gamma * m1 * m2 * Q_size)**2
assert abs(energy_min + gain) < 1e-6 * gain
E_eff = P_size / chi
gain_Mn = gain * volume_Mn / const.e
kT = const.k * temperature
select_volume = kT / (2 * P_size * poling_field)

# Lattice: explicit neighbour cross products, layer spacing b/2
d = b_axis / 2
k0 = Q_size * d
n = np.arange(26)
spins = np.stack([0 * n, m1 * np.cos(k0 * n), m2 * np.sin(k0 * n)], axis=1)
chirality = np.cross(spins[:-1], spins[1:]).mean(axis=0)[0]
lattice_factor = chirality / (m1 * m2 * k0)
assert abs(lattice_factor - np.sin(k0) / k0) < 1e-12

# Third harmonic of relative amplitude 0.05 in both spin components
harmonic = 0.05
phi = np.linspace(0, 2 * np.pi, 64, endpoint=False)


def distorted(p):
    return np.array([m1 * (np.cos(p) + harmonic * np.cos(3 * p)),
                     m2 * (np.sin(p) + harmonic * np.sin(3 * p))])


u = distorted(phi)
du = (distorted(phi + 1e-4) - distorted(phi - 1e-4)) / 2e-4
harmonic_change = np.mean(u[0] * du[1] - u[1] * du[0]) / (m1 * m2) - 1
assert abs(harmonic_change - 3 * harmonic**2) < 1e-6

# Feedback on Q: frustrated chain J1 cos k + J2 cos 2k with minimum at k0
J2 = 1.0e-3
J1 = -4 * J2 * np.cos(k0)
weight = (m1**2 + m2**2) / 2


def total_slope(k):
    magnetic = weight * (-J1 * np.sin(k) - 2 * J2 * np.sin(2 * k))
    return magnetic - 2 * gain_Mn * k / k0**2


k_new = brentq(total_slope, 0.9 * k0, 1.1 * k0, xtol=1e-14)
Q_shift = k_new / k0 - 1

# Saturation: P (1 + P^2/P0^2) = chi E_eff, with P0 = 10 uC/cm2
P0 = 0.1
P_sat = brentq(lambda p: p * (1 + (p / P0)**2) - P_size, 0, P_size,
               xtol=1e-18)
saturation = 1 - P_sat / P_size

# Open electrodes: the internal field is -P/epsilon_0
P_open = brentq(lambda p: p - chi * (E_eff - p / const.epsilon_0),
                0, P_size, xtol=1e-18)
assert abs(P_open * eps_r / P_size - 1) < 1e-8

# Unordered part of unit-length spins bounds the correlated fluctuations
missing = 1 - np.mean((m1 * np.cos(phi))**2 + (m2 * np.sin(phi))**2)
fluctuation_bound = missing / abs(chirality)

to_uC = 100.0   # C/m2 to uC/cm2
P_atomic = const.e / const.physical_constants['Bohr radius'][0]**2
print("TEST MODEL (dimensionless)")
print("mean P by free minimization:", np.round(P_mean, 6))
print("mean P by cross product:    ", np.round(P_pred, 6))
print(f"rms modulation of P about its mean: {modulation:.4f}")
print(f"orthorhombic coupling constants: {len(ortho_entries)}")
print("EXAMPLE INPUTS (rough or round)")
print(f"b axis: {b_axis*1e9:.2f} nm")
print(f"propagation fraction of b*: {q_fraction:.2f}")
print(f"relative permittivity: {eps_r:.0f}")
print(f"coupling gamma: {gamma*1e3:.1f} mV")
print(f"order amplitudes m1, m2: {m1:.1f}, {m2:.1f}")
print(f"volume per Mn: {volume_Mn*1e27:.3f} nm^3")
print(f"temperature: {temperature:.0f} K")
print(f"poling field: {poling_field*1e-8:.3f} MV/cm")
print("EXAMPLE RESULTS")
print(f"Q: {Q_size*1e-9:.3f} nm^-1")
print(f"cycloid period: {2*np.pi/Q_size*1e9:.3f} nm")
print(f"susceptibility chi: {chi:.3e} F/m")
print(f"effective field: {E_eff*1e-8:.4f} MV/cm")
print("P direction (a, b, c):", np.round(P_vec / P_size, 6) + 0.0)
print(f"P: {P_size*to_uC:.4f} uC/cm2")
print(f"P in atomic units: {P_size/P_atomic:.3e} e/bohr^2")
print(f"energy gain density: {gain:.1f} J/m^3")
print(f"energy gain per Mn: {gain_Mn*1e6:.3f} micro-eV")
print(f"thermal energy kT: {kT/const.e*1e3:.3f} meV")
print(f"volume where 2PE V = kT: {select_volume*1e27:.1f} nm^3")
print(f"edge of that cube: {select_volume**(1/3)*1e9:.2f} nm")
print("NEGLECTED EFFECTS")
print(f"phase step between layers along b: {k0:.4f} rad")
print(f"lattice factor on P: {lattice_factor:.4f}")
print(f"P with lattice factor: {P_size*lattice_factor*to_uC:.4f} uC/cm2")
print(f"third-harmonic amplitude assumed: {harmonic:.2f}")
print(f"third-harmonic change of P: {harmonic_change*100:.2f} %")
print(f"exchange scale J2 assumed: {J2*1e3:.1f} meV")
print(f"feedback shift of Q: {Q_shift*100:.4f} %")
print(f"saturation scale P0 assumed: {P0*to_uC:.0f} uC/cm2")
print(f"saturation loss of P: {saturation*100:.5f} %")
print(f"P with open electrodes: {P_open*to_uC:.5f} uC/cm2")
print(f"mean-square unordered spin part: {missing:.3f}")
print(f"fluctuation bound relative to P: {fluctuation_bound*100:.1f} %")
print("all good")
```

Printed output:

```
TEST MODEL (dimensionless)
mean P by free minimization: [-0.530577 -0.18025   0.303942]
mean P by cross product:     [-0.530577 -0.18025   0.303942]
rms modulation of P about its mean: 0.2301
orthorhombic coupling constants: 6
EXAMPLE INPUTS (rough or round)
b axis: 0.58 nm
propagation fraction of b*: 0.28
relative permittivity: 30
coupling gamma: 1.0 mV
order amplitudes m1, m2: 1.0, 0.8
volume per Mn: 0.057 nm^3
temperature: 15 K
poling field: 0.010 MV/cm
EXAMPLE RESULTS
Q: 3.033 nm^-1
cycloid period: 2.071 nm
susceptibility chi: 2.568e-10 F/m
effective field: 0.0243 MV/cm
P direction (a, b, c): [0. 0. 1.]
P: 0.0623 uC/cm2
P in atomic units: 1.089e-05 e/bohr^2
energy gain density: 756.0 J/m^3
energy gain per Mn: 0.269 micro-eV
thermal energy kT: 1.293 meV
volume where 2PE V = kT: 166.2 nm^3
edge of that cube: 5.50 nm
NEGLECTED EFFECTS
phase step between layers along b: 0.8796 rad
lattice factor on P: 0.8759
P with lattice factor: 0.0546 uC/cm2
third-harmonic amplitude assumed: 0.05
third-harmonic change of P: 0.75 %
exchange scale J2 assumed: 1.0 meV
feedback shift of Q: 0.0357 %
saturation scale P0 assumed: 10 uC/cm2
saturation loss of P: 0.00388 %
P with open electrodes: 0.00208 uC/cm2
mean-square unordered spin part: 0.180
fluctuation bound relative to P: 29.2 %
all good
```
